\section*{Why slow plasmons cannot screen an exciton in a doped monolayer, part 1}

(Sections cited here and not found follow in the second part.)

\section{The question and the model}

Q: I gate a monolayer semiconductor and fill it with free carriers. A colleague put the static dielectric function of the carriers into the exciton equation and found the binding almost gone at $10^{13}$ cm$^{-2}$. What does such a calculation assume?

A: It assumes that the carriers follow the electron and the hole instantly. To test that we need a model in which the response time is kept. Take parabolic bands with equal masses $m_e=m_h=m$, $\varepsilon_k=\hbar^2k^2/2m$, and the Rytova--Keldysh interaction in Gaussian units,
\begin{equation}
v(q)=\frac{2\pi e^2}{q(\kappa+r_0q)} .
\end{equation}
The carriers form a $T=0$ Fermi sea of density $n$, degeneracy $g$ and mass $m$, with $k_F^2=4\pi n/g$, in a band that the exciton does not use, so Pauli blocking and exchange with the sea are absent. The sea responds linearly in the random-phase approximation (RPA), the exciton is at rest and treated in the Tamm--Dancoff approximation, and trions are left out. I write $\sum_q$ for $\int d^2q/(2\pi)^2$ and measure frequencies as energies.

\section{The response of the carriers}

Q: Where does the response time enter?

A: Through the frequency dependence of the density response. With $D=\varepsilon_q+ck\cos\varphi$ and $c=\hbar^2q/m$, the Lindhard function is
\begin{equation}
\chi_0(q,z)=g\sum_{k<k_F}\Big[\frac{1}{z-D}-\frac{1}{z+D}\Big].
\end{equation}
The angular integral is $\int_0^{2\pi}d\varphi\,(A-x\cos\varphi)^{-1}=2\pi/\sqrt{A^2-x^2}$, on the branch that goes as $A$ at infinity, and the sign of $x$ does not matter. The radial integral with $x=ck$ gives $(2\pi/c^2)[A-s(A)]$, where $s=\sqrt{A^2-b^2}$ and $b=ck_F$. Since $A-s=b^2/(A+s)$ and $gk_F^2/2\pi=2n$,
\begin{equation}
\chi_0=2n\,[h(z-\varepsilon_q)-h(z+\varepsilon_q)],\qquad h(A)=\frac{1}{A+s(A)} .
\end{equation}
At $z=0$ this is $-4n\,\mathrm{Re}\,h(\varepsilon_q)$. For $q<2k_F$, $s$ is imaginary and $\mathrm{Re}\,h=\varepsilon_q/b^2$, so $\chi_0=-N_0$ with $N_0=gm/2\pi\hbar^2$. For $q>2k_F$, $b/\varepsilon_q=2k_F/q$ gives $\chi_0=-N_0[1-\sqrt{1-(2k_F/q)^2}]$. At large $|z|$, $h\to1/2A$ gives $\chi_0\to 2n\varepsilon_q/z^2$.

The screened interaction is $W=v/\epsilon=v+W^c$ with $\epsilon=1-v\chi_0$. The part $W^c$ is even in $z$, analytic off the real axis and falls as $z^{-2}$, so Cauchy's theorem gives
\begin{equation}
W^c(q,z)=\int_0^\infty\! d\omega\,B(q,\omega)\,\frac{2\omega}{z^2-\omega^2},\qquad B=-\frac1\pi\,\mathrm{Im}\,W(q,\omega+i0).
\label{spec}
\end{equation}
Because $\mathrm{Im}\,W=v^2\,\mathrm{Im}\,\chi_0/|\epsilon|^2$ and $\mathrm{Im}\,\chi_0\le0$, we have $B\ge0$. It consists of the particle-hole continuum, which ends at $\varepsilon_q+b$, and a plasmon pole where $\epsilon$ has a zero above it. Setting $z=0$, and comparing the $z^{-2}$ tails, gives two sum rules:
\begin{equation}
2\!\int\!\frac{B}{\omega}\,d\omega=|W^c(q,0)|=v\Big(1-\frac1{\epsilon_0}\Big),\qquad 2\!\int\!\omega B\,d\omega=v\,\omega_{\rm cl}^2,
\label{sum}
\end{equation}
with $\epsilon_0=\epsilon(q,0)>1$ and $\omega_{\rm cl}^2=2nv\varepsilon_q$. For small $q$, $v\propto1/q$ and $\omega_{\rm cl}\propto\sqrt{nq}$: the two-dimensional plasmon has no gap, and its long-wavelength modes are arbitrarily slow.

\section{The dynamical kernel}

Q: Slow compared with what? The exciton is a stationary state.

A: The scale appears when the sea is eliminated. A boson of energy $\omega$ coupled as $M(\rho_qb_q^\dagger+\text{h.c.})$ mediates $M^2[(z-\omega)^{-1}-(z+\omega)^{-1}]=2\omega M^2/(z^2-\omega^2)$. Comparison with Eq.~(\ref{spec}) shows that the RPA sea acts as a set of bosons with squared coupling $B\,d\omega$. The pair couples through its charge density,
\begin{equation}
\rho_q=e^{-i\mathbf q\cdot\mathbf r_e}-e^{-i\mathbf q\cdot\mathbf r_h}.
\end{equation}
Keep states with no boson, $\psi$, and with one, $\phi$. Let $T$ be the pair kinetic energy, $H=T-v(r)$, and measure $E$ from the undoped gap. The one-boson row of the Schr\"odinger equation is $(\omega+H_1-E)\phi=-M\rho_q\psi$. Solving for $\phi$ and inserting it in the other row gives
\begin{equation}
\Big[H-\sum_q\!\int\! d\omega\,B\,\rho_q^\dagger\frac{1}{\omega+H_1-E}\rho_q\Big]\psi=E\psi .
\label{eff}
\end{equation}
The Bethe--Salpeter kernel of first order in $W$ lets the pair move freely while the boson is in flight, $H_1=T$; keeping the attraction means $H_1=H$.

Take $H_1=T$ and the state with electron $\mathbf k$ and hole $-\mathbf k$. If the electron emits $\mathbf q$, it goes to $\mathbf k'=\mathbf k-\mathbf q$ and the denominator is $\omega+\Delta$ with
\begin{equation}
\Delta=\varepsilon_k+\varepsilon_{k'}-E .
\end{equation}
Reabsorption by the electron restores $\mathbf k$, with sign $(+1)(+1)$ from the two $\rho$'s. Absorption by the hole takes it to $-\mathbf k+\mathbf q=-\mathbf k'$, with sign $(+1)(-1)$. Emission by the hole gives the same two terms, with the same $\Delta$ for equal masses. Defining
\begin{equation}
G(q,\Delta)=\int\! d\omega\,\frac{B(q,\omega)}{\omega+\Delta},\qquad S(k,E)=\sum_qG(q,\Delta),
\end{equation}
Eq.~(\ref{eff}) becomes
\begin{equation}
[2\varepsilon_k-2S(k,E)]\psi_k-\sum_{k'}\,[v(q)-2G(q,\Delta)]\,\psi_{k'}=E\psi_k .
\label{pair}
\end{equation}
The term $2G$ is the dynamical screening of the attraction, and $S$ is the self-energy of a carrier evaluated at the energy available inside the pair. At $\Delta=0$ the first sum rule gives $2G=|W^c(q,0)|$ and $v-2G=v/\epsilon_0$, the static kernel. A bound pair has $\Delta\ge-E>0$: emitting a plasmon costs its energy plus the binding and kinetic energy, and static screening ignores the second cost. It needs $\omega\gg\Delta$ for the modes that carry $B/\omega$.

Signs and denominators were tested on a seven-site ring with unequal hoppings, where diagonalization of the electron-hole-boson Hamiltonian with $H_1=T$ and the unequal-mass form of Eq.~(\ref{pair}) both give $-1.80383652$ in units of the electron hopping.

Q: Do I have to assume a single plasmon pole?

A: No. Partial fractions give, for $\omega,\Delta>0$,
\begin{equation}
\int_0^\infty\!\!\frac{2\omega\Delta\,d\nu}{(\nu^2+\omega^2)(\nu^2+\Delta^2)}=\frac{2\omega\Delta}{\Delta^2-\omega^2}\Big(\frac{\pi}{2\omega}-\frac{\pi}{2\Delta}\Big)=\frac{\pi}{\omega+\Delta},
\end{equation}
and Eq.~(\ref{spec}) at $z=i\nu$ has the factor $-2\omega/(\nu^2+\omega^2)$, so
\begin{equation}
G(q,\Delta)=-\frac1\pi\int_0^\infty\! d\nu\;W^c(q,i\nu)\,\frac{\Delta}{\nu^2+\Delta^2}.
\end{equation}
The pair sees $W^c$ averaged over a Lorentzian of width $\Delta$, while $W^c(q,i\nu)$ dies off beyond the bath energies. This form agrees with direct integration over the real-axis $B$ to the tested relative tolerance of $10^{-5}$ at $q=1/a$.

The fraction of static screening that survives is $R=2G/|W^c(q,0)|$. With the normalized weight $p(\omega)\propto B/\omega$, it is $R=\langle\omega/(\omega+\Delta)\rangle_p$, and the ratio of the sum rules~(\ref{sum}) is
\begin{equation}
\langle\omega^2\rangle_p=\frac{\omega_{\rm cl}^2}{1-1/\epsilon_0}\equiv\tilde\omega^2 .
\end{equation}
The function $\omega/(\omega+\Delta)$ is concave and increasing, so Jensen's inequality and $\langle\omega\rangle\le\sqrt{\langle\omega^2\rangle}$ give
\begin{equation}
R\le\frac{\langle\omega\rangle}{\langle\omega\rangle+\Delta}\le\frac{\tilde\omega}{\tilde\omega+\Delta}.
\label{bound}
\end{equation}
The single pole that obeys both sum rules is therefore an upper bound on the retained screening. Where the plasmon holds all the weight, the bound is reached and $\tilde\omega\to\omega_{\rm cl}$. For $q\gg k_F$, $\chi_0(q,0)\to-2n/\varepsilon_q$, so $\epsilon_0-1=\omega_{\rm cl}^2/\varepsilon_q^2$ and $\tilde\omega^2=\omega_{\rm cl}^2\epsilon_0/(\epsilon_0-1)=\varepsilon_q^2+\omega_{\rm cl}^2$.

Q: A smaller screening at each $q$ need not translate into an ordering of binding energies. Does it?

A: It does when the quasiparticle energies are held fixed, which means dropping $S$ from Eq.~(\ref{pair}) and measuring $E$ from the quasiparticle gap with unchanged masses. For $E<0$, $R<1$ gives, element by element,
\begin{equation}
0<v/\epsilon_0<v-2G<v .
\end{equation}
Let $\lambda(E)$ be the lowest eigenvalue of $T-(v-2G)$, and $E_0$, $E_s$ those with $v$ and $v/\epsilon_0$. All off-diagonal elements of these operators in $k$ are negative, so replacing $\psi_k$ by $|\psi_k|$ cannot raise the energy and each ground state has $\psi_k\ge0$. Using the static ground state as a trial function for the dynamical operator gives $\lambda(E)<E_s$, because the difference of the kernels is positive and is weighted by $\psi_k\psi_{k'}\ge0$. Using the dynamical ground state as a trial function for the bare operator gives $E_0<\lambda(E)$. Hence $\lambda(E)-E$ is positive at $E_0$ and negative at $E_s$, a root exists, and any root below the gap obeys
\begin{equation}
E_b^{\rm stat}<E_b^{\rm kernel}<E_b^0 .
\end{equation}

\section{Numbers}

Q: How large is the effect? Is the plasmon really as energetic as the binding?

A: Take round model parameters $m=0.5\,m_0$, $r_0=40$ \AA, $\kappa=4$, $g=2$, so $\hbar^2/m=15.24$ eV\,\AA$^2$. The undoped exciton has $E_b^0=214$ meV ($0.00786$ hartree), rms radius $a=13.45$ \AA\ and $\langle T\rangle=99$ meV. A typical denominator is $\bar\Delta=E_b^0+\langle T\rangle=313$ meV, since for small $q$ the sum $\varepsilon_k+\varepsilon_{k'}$ averages to about $2\langle\varepsilon_k\rangle=\langle T\rangle$; larger $q$ raises it, in the self-energy by $\varepsilon_q$, which is 42 meV at $q=1/a$.

At $n=10^{12}$ cm$^{-2}=10^{-4}$ \AA$^{-2}$ and $q=1/a=0.07435$ \AA$^{-1}$:
\begin{align*}
v&=\frac{2\pi\times14.40}{0.07435\,(4+2.974)}=174.5\ \text{eV\,\AA}^2,\\
\omega_{\rm cl}^2&=10^{-4}\times174.5\times15.24\times0.07435^2\ \text{eV}^2=(38.3\ \text{meV})^2,\\
2k_F/q&=0.05014/0.07435=0.6744,\qquad 1-\sqrt{1-0.6744^2}=0.262,\\
\epsilon_0&=1+174.5\times\frac{2}{2\pi\times15.24}\times0.262=1.95,\\
\tilde\omega&=38.3/\sqrt{1-1/1.95}=54.9\ \text{meV},\\
R&\le54.9/(54.9+313)=0.149 .
\end{align*}
The full RPA spectrum gives $R=0.141$. Solving the pair equation without $S$ gives the following $E_b^{\rm kernel}$, with energies in meV; the remaining values are in the numerical output.
\begin{center}
\begin{tabular}{lrrr}
$n$ (cm$^{-2}$) & $10^{11}$ & $10^{12}$ & $10^{13}$\\
$\tilde\omega(1/a)$ & 44 & 55 & 137\\
$R(1/a,\bar\Delta)$ & 0.12 & 0.14 & 0.29\\
$E_b^{\rm stat}$ & 99 & 34 & 4\\
$E_b^{\rm kernel}$ & 210 & 196 & 148\\
\end{tabular}
\end{center}
Bath energy and undoped binding energy are comparable at $10^{13}$ cm$^{-2}$, where the plasmon at $1/a$ lies at 155 meV and $\tilde\omega/E_b^0=0.64$. At $10^{12}$ the plasmon sits at the edge of the continuum, 70.6 against 70.5 meV, and $\tilde\omega/E_b^0=0.26$. At $10^{11}$ there is no undamped plasmon at $1/a$, and $\tilde\omega$ is essentially the single-particle energy: $\sqrt{42.1^2+12.1^2}=43.8$ meV from the large-$q$ form, against 43.6. The accurate statement is that at $q=1/a$ the bath energies are comparable with or below the binding energy, while static screening needs them far above $\bar\Delta$.

The wave vector $1/a$ also flatters the static picture at low density. To first order in $W^c$ the loss in the kernel is $K_{\rm dyn}=\sum_{kk'}\psi_k\,2G\,\psi_{k'}$ or its static value $K_{\rm stat}$, and $K_{\rm dyn}/K_{\rm stat}=0.033$, $0.094$, $0.23$, below $R(1/a)$. Static screening weakens beyond $2k_F$, and at $10^{11}$, where $2k_F=0.016$ \AA$^{-1}$ and $\epsilon_0(1/a)=1.08$, its weight lies at $q$ well below $1/a$, where both $\varepsilon_q$ and $\omega_{\rm cl}$ are smaller.

Q: How do you know that retardation is the cause and not some other difference between the two calculations?

A: Replace $W^c(q,i\nu)$ by $W^c(q,i\nu/s)$. This multiplies all bath energies by $s$ and leaves the static screening untouched. At $10^{12}$ cm$^{-2}$, $E_b^{\rm kernel}$ falls from 196 meV at $s=1$ to 111 meV at $s=10$ and to 33.7 meV at $s=10^4$, against the static 33.6 meV. The ordering and the approach to within 1 meV are tested.

With the quasiparticle energies held fixed, the finite response time of the carriers leaves the exciton more strongly bound than static screening predicts: 196 meV against 34 meV at $10^{12}$ cm$^{-2}$ in the model. What remains is to restore the self-energy $S$, which is of the same order in $W^c$, to find how the line and the gap move, and to state the limits of the model.
